# Uniform background and periodic images in the electric-field gradient at a nucleus

**Q:** I computed a charged ion in a periodic cell, with a uniform background to keep the cell neutral. The background fills the space around the nucleus. Why should it not produce an electric-field gradient there?

**A:** It does produce second derivatives of the potential, but in the convention of a periodic calculation they are the same in all directions. A nuclear quadrupole couples to the part that differs between directions.

Let $\phi$ be the electrostatic potential and write, in atomic units,

$$V_{ij}=\partial_i\partial_j\phi,\qquad T_{ij}=V_{ij}-\tfrac13\delta_{ij}\nabla^2\phi .$$

The trace of $T_{ij}$ is zero by construction. Poisson's equation, $\nabla^2\phi=-4\pi\rho$, fixes the trace of $V_{ij}$ from the local charge density and says nothing local about $T_{ij}$.

Now take a uniform sphere of density $\rho$. By Gauss's law the field at radius $r$ obeys $4\pi r^2E=4\pi\cdot\frac{4\pi}{3}r^3\rho$, so $E=\frac{4\pi}{3}\rho r$. Since $E=-d\phi/dr$,

$$\phi=\text{const}-\tfrac{2\pi}{3}\rho r^2,\qquad V_{ij}=-\tfrac{4\pi}{3}\rho\,\delta_{ij},\qquad T_{ij}=0 .$$

The second derivatives of $r^2$ are the same everywhere, so this holds at every interior point. A surface integral at an off-centre point, $(0.2,0.1,0.4)$ radii from the centre, gave a largest traceless element of $6\times10^{-14}$ for unit density, which is rounding error.

**Q:** My background fills a periodic crystal, not a sphere. What replaces the sphere?

**A:** The Fourier series of the periodic potential. For $\rho(\mathbf r)=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, Poisson's equation gives $\phi_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2$ when $\mathbf G\ne0$. Two derivatives bring down $(iG_i)(iG_j)=-G_iG_j$. Subtracting a third of the trace, which is $-4\pi\rho_{\mathbf G}$, gives

$$T_{ij}(\mathbf r)=-4\pi\sum_{\mathbf G\ne0}\rho_{\mathbf G}\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\right)e^{i\mathbf G\cdot\mathbf r}.$$

A constant density has no coefficient with $\mathbf G\neq0$, so the background is absent from this sum. Nor is there a term with $\mathbf G=0$: the cell average of $\partial_i(\partial_j\phi)$ is the integral of a derivative of a periodic function, which vanishes.

This assigns zero to the background by a convention. For a non-neutral part taken alone, $G_iG_j/G^2$ has no unique limit as $\mathbf G\to0$, because it depends on the direction of approach. Its angular average is $\delta_{ij}/3$, which gives no traceless part. Dropping the $\mathbf G=0$ term therefore matches the spherical choice.

**Q:** So with another choice the background could have a field gradient?

**A:** Yes. Consider a rectangular block of uniform density, with its centre at the origin. Differentiate $\phi=\rho\int d^3r'/|\mathbf r-\mathbf r'|$ once, replace $\partial_z$ by $-\partial_{z'}$, and convert the volume integral to a surface integral with outward normal $\mathbf n$:

$$\partial_z\phi=-\rho\oint\frac{n_z\,dS'}{|\mathbf r-\mathbf r'|} .$$

A second derivative, taken at the centre, gives

$$V_{zz}=-\rho\oint\frac{n_z z'}{r'^3}\,dS'=-\rho S_z .$$

The side faces have $n_z=0$. On the top and bottom faces the integrand is the element of solid angle, so $S_z$ is the solid angle of those two faces seen from the centre. The trace is $-4\pi\rho$, hence

$$T_{zz}^{\rm block}=-\rho\left(S_z-\tfrac{4\pi}{3}\right).$$

A cube has $S_z=4\pi/3$ and gives zero. A very flat slab has $S_z\to4\pi$, and a long needle has $S_z\to0$; neither gives zero.

**Q:** Then how can the nucleus have a definite field gradient?

**A:** The images' share changes by the opposite amount. Let each cell, of volume $\Omega$, contain a point charge $q$ at its centre and background density $-q/\Omega$. The cell is neutral, and inversion symmetry removes its dipole. Its distant potential is that of a quadrupole, proportional to $1/R^3$, or of a higher multipole if the quadrupole vanishes, so its field gradient falls at least as fast as $1/R^5$. The number of cells in a shell grows as $R^2dR$, and $\int R^2dR/R^5$ converges absolutely. The total cannot depend on the order in which whole cells are added.

This total is also the periodic answer. The summed field converges absolutely, so it is periodic. It differs from the field of the Fourier solution by a periodic field without sources or curl. Each component of that difference is a bounded harmonic function, hence a constant, and a constant field has no gradient.

**Q:** Can you show me this with numbers?

**A:** Take $q=+1\,e$ in a tetragonal cell with $a=8$ Å and $c=12$ Å, so $\Omega=768$ Å$^3$. The factor $e/4\pi\varepsilon_0=14.40$ V Å converts $q/\text{length}^3$ to V/Å$^2$. The flat block below has $121\times121\times25$ cells, the tall one $31\times31\times121$. The entries are $T_{zz}$ at the central charge, whose own potential is excluded, in V/Å$^2$.

| Summation shape | Images | Background | Total |
|---|---:|---:|---:|
| Sphere | −0.0963 | 0 | −0.0963 |
| Flat block | −0.1901 | +0.0938 | −0.0963 |
| Tall block | −0.0220 | −0.0743 | −0.0963 |

The spherical sum had a smooth edge, with weight $\exp[-(R/160\,\text{Å})^8]$. This is a mixture of concentric spheres, so its background still gives nothing at the centre. The edge does not spoil the limit. If the weight varies over a length $R_c$, a cell near the edge acquires a net charge of order $1/R_c^2$ and a dipole of order $1/R_c$. Their gradients fall as $1/R_c^3$ and $1/R_c^4$, and there are of order $R_c^3$ such cells. Both contributions therefore vanish at least as fast as $1/R_c^2$.

"The background contributes nothing" thus belongs to the first row. The statement free of convention is the total.

**Q:** Where does $-0.096$ come from physically?

**A:** View the lattice as square layers of charges, a distance $c$ apart, and put the nucleus at a charge in the layer $z=0$.

For a neighbour in that layer at distance $R$, $\partial_z^2(1/r)=(3z^2-r^2)/r^5$ becomes $-1/R^3$ because $z=0$. The home layer therefore gives

$$-\frac{qS}{a^3},\qquad S=\sum_{(m,n)\ne(0,0)}\frac1{(m^2+n^2)^{3/2}}=9.034 .$$

For every other layer, separate the average charge from the ripple. The average is a uniform sheet, whose potential is linear in $z$ at the nucleus and has no second derivative. For an in-plane reciprocal vector $\mathbf g\neq0$ of length $g$, the charge amplitude per area is $q/a^2$. The potential amplitude obeys

$$\phi_g''-g^2\phi_g=-4\pi\frac q{a^2}\delta(z-nc).$$

The decaying solution is $\phi_g=A e^{-g|z-nc|}$. Its slope jumps by $-2gA$, which must equal $-4\pi q/a^2$, so $A=2\pi q/(a^2g)$. Its second derivative at the nucleus is $(2\pi q/a^2)\,g\,e^{-g|n|c}$. The layers on both sides form two equal geometric series:

$$2\,\frac{2\pi q}{a^2}\,g\sum_{n=1}^{\infty}e^{-gnc}=\frac{4\pi q}{a^2}\frac{g}{e^{gc}-1}.$$

The background, added as slabs that neutralise each layer, varies only along $z$ and gives $V_{zz}=-4\pi(-q/\Omega)=4\pi q/\Omega$. With the nuclear charge's own potential removed, the trace of $V_{ij}$ is also $4\pi q/\Omega$. Subtracting one third of it leaves $8\pi q/(3\Omega)$. Altogether, with $\Omega=a^2c$,

$$T_{zz}=q\left[-\frac S{a^3}+\frac{8\pi}{3a^2c}+\frac{4\pi}{a^2}\sum_{\mathbf g\ne0}\frac g{e^{gc}-1}\right].$$

For our cell the three terms are $-0.2541+0.1571+0.0007=-0.0963$ V/Å$^2$. An Ewald sum, which splits each charge into a short-range and a smooth part, gives the same value.

The positive middle term is the background's share for an infinitely flat shape. In the spherical convention the same amount belongs to the images. The negative sign of the total reflects the close neighbours in the plane, which outweigh it.

**Q:** Why does this disappear in a cubic cell?

**A:** At the charge, a quarter turn about any cube axis leaves the surroundings unchanged. These rotations exchange the axes, so $T_{xx}=T_{yy}=T_{zz}$, and zero trace makes each element zero. A half turn about $x$ reverses the sign of $T_{xy}$ and $T_{xz}$, which must therefore vanish; a half turn about $y$ removes $T_{yz}$.

What counts is the symmetry of the lattice, not the name of the cell. A body-centred tetragonal cell with $c=\sqrt2\,a$ is a face-centred cubic lattice in other axes, and its images give no term at the charge.

For the simple tetragonal cell at fixed $a=8$ Å, the layer terms cancel at $c/a=1$. The result is $-0.062$ V/Å$^2$ at $c/a=1.25$, $-0.096$ at 1.5 and $-0.136$ at 2.

**Q:** So adding vacuum along one axis makes it worse?

**A:** For this term and at fixed $a$, yes, over the ratios just given. As $c\to\infty$ the second and third terms in the layer formula vanish, and $T_{zz}$ approaches $-qS/a^3=-0.254$ V/Å$^2$. That is the limit of an isolated charged layer, not of an isolated ion.

To approach the isolated ion, enlarge all edges together. If every length is multiplied by $\lambda$, every term in the formula is divided by $\lambda^3$. Doubling both edges changes $-0.0963$ to $-0.0120$ V/Å$^2$, a factor of eight.

**Q:** What if the nucleus I measure is not the charged atom, but a neighbour in a cubic cell?

**A:** Then its site need not have cubic symmetry, and the images can contribute. Let it lie a distance $d$ from the charge along $z$. On this axis, an image at distance $R$ and polar angle $\theta$ has the expansion

$$\frac1{|\mathbf r-\mathbf R|}=\sum_l\frac{z^l}{R^{l+1}}P_l(\cos\theta).$$

Odd $l$ cancel between opposite images. Cubic symmetry removes the traceless $l=2$ part, so $l=4$ leads. Since $\partial_z^2z^4=12z^2$,

$$T_{zz}\simeq12q\,d^2\sum_{\mathbf R\ne0}\frac{P_4(\cos\theta)}{R^5}.$$

For a cubic cell of 10 Å and $d=1$ Å this gives 0.0054 V/Å$^2$, in agreement with the full image sum. The direct field gradient of the nearby charge itself is physical and is not included here. The background still contributes nothing directly.

**Q:** My ion also has electrons. Do they shield the nucleus from the images?

**A:** For Na$^+$ they amplify the term. Near the ion, remove its own $q/r$ from $\phi$. The remainder has Laplacian $4\pi q/\Omega$ and no linear term, by inversion, so through second order

$$\phi'=\text{const}+\tfrac12T_{ij}r_ir_j+\frac{2\pi q}{3\Omega}r^2 .$$

The last term follows from $\nabla^2r^2=6$. With $T_{xx}=T_{yy}=-T_{zz}/2$, the traceless term becomes $\frac14T_{zz}(3z^2-r^2)$. An electron has charge $-1$ and feels the energy $-\phi'$. The traceless term distorts the closed shells, and the distorted density produces a further field gradient at the nucleus. To first order,

$$V_{\rm nuc}=(1-\gamma)T_{zz}.$$

Hartree–Fock theory for the free ion gives $1-\gamma=6.07$ in the basis used here; larger bases give 6.08 to 6.09.

This factor can be found by a second route. Add $-\frac14T_{zz}\hat Q+\lambda\hat D$ to the electronic Hamiltonian, where $\hat Q=\sum(3z^2-r^2)$ and $\hat D=\sum(3z^2-r^2)/r^5$ run over the electrons. For a variational energy $E$, $\partial E/\partial T_{zz}=-\frac14\langle\hat Q\rangle$ and $\partial E/\partial\lambda=\langle\hat D\rangle$. Equality of the mixed derivatives requires

$$\frac{\partial\langle\hat D\rangle}{\partial T_{zz}}=-\frac14\frac{\partial\langle\hat Q\rangle}{\partial\lambda}.$$

The electrons contribute $-\langle\hat D\rangle$ to the nuclear field gradient, so

$$1-\gamma=1-\frac{\partial\langle\hat D\rangle}{\partial T_{zz}}=1+\frac14\frac{\partial\langle\hat Q\rangle}{\partial\lambda}.$$

The last expression uses the quadrupole moment induced by a perturbation at the nucleus. It also gives 6.07.

**Q:** How large is the false signal for my sodium nucleus?

**A:** A free Na$^+$ ion is spherical, so its true field gradient is zero. In our cell the linear estimate is $6.067\times(-0.09625)=-0.584$ V/Å$^2$. A calculation with the full quadratic potential $\phi'$ gives $-0.585$ V/Å$^2$, or $-5.8\times10^{19}$ V/m$^2$; a larger basis shifts this by about $-0.001$ V/Å$^2$, to $-0.586$ V/Å$^2$. The isotropic term and the nonlinear response therefore change the estimate by about 0.1% of its value.

With a round nuclear moment $Q=0.1$ barn $=10^{-29}$ m$^2$, roughly that of sodium-23, the spurious coupling is

$$\frac{eQV_{\rm nuc}}h\approx-0.14\ \text{MHz}.$$

The choice of electronic method matters more than the nonlinearity: in the same basis PBE gives $1-\gamma=6.43$, about 6% above Hartree–Fock. A larger basis raises the PBE value to 6.47. The images also carry induced quadrupoles, but their bare field gradient is only $2\times10^{-6}$ V/Å$^2$. Relativity and correlation beyond these two mean-field treatments are left out.

**Q:** Would that matter in a real sodium compound?

**A:** Couplings of sodium-23 in solids are very roughly of order 1 MHz, so 0.14 MHz would be visible. Edges of 8 to 12 Å are realistic for a small defect supercell. The assumption that fails in a solid is the vacuum around the ion, because the host polarises and screens the images. For a rough relative permittivity of 5, simply dividing by 5 would lower the coupling to about 0.03 MHz. This ignores local fields and anisotropy, so it gives a scale and should not be used as a correction.

**Q:** If I use a cubic cell, may I then ignore the background altogether?

**A:** Only its direct contribution is absent. Its $r^2$ potential can still reshape the electrons. In spherical Na$^+$ an isotropic potential keeps the density spherical, and the computed field gradient stays zero to within $10^{-11}$ V/Å$^2$. Symmetry also protects the nucleus at the centre of a regular tetrahedral ion, but in a less symmetric ion there is in general no such protection.

Take OH$^-$ with its bond held at 0.97 Å, in Hartree–Fock theory with the aug-cc-pVDZ basis. Place it in a positive background sphere centred on oxygen, large enough to hold the electron density, with density $\rho=1\,e/768$ Å$^3$ and no images. The electrons acquire the confining energy $+\frac{2\pi}{3}\rho r^2$. The field gradient at oxygen changes from 161.6 to 162.5 V/Å$^2$. All of this change of 0.9 V/Å$^2$ comes through the electrons.

The number is not converged in the basis. The change is 1.3 V/Å$^2$ with aug-cc-pVTZ, and 1.6 V/Å$^2$ when that basis is uncontracted and given further diffuse functions. The field gradient of the free ion itself rises by 0.8 V/Å$^2$ between the first basis and the last. In all three the change is only about 1% of the total or less, yet larger than the false signal in the sodium example.

The centre of the sphere is part of this model. Moving it adds a uniform field, which the images must balance in a periodic cell. The choice matters: with the sphere centred on hydrogen, the change in the aug-cc-pVDZ basis is 2.3 instead of 0.9 V/Å$^2$. The example shows that the indirect effect exists; it does not supply a correction for a particular supercell.

**Q:** What should I do with my own calculation?

**A:** For a localised charge in an insulating cell, repeat the calculation with larger cells of the same shape, keeping the local geometry fixed. At the charge, the direct image term and the first-order effect of the isotropic potential both scale as $1/\Omega$, so an extrapolation in $1/\Omega$ addresses them together once the cells are large enough for that order to lead. At a neighbouring nucleus in a cubic cell, the direct image term falls faster, as $\Omega^{-5/3}$. A cubic lattice removes the direct image term at a charge on a cubic site, but in general not the indirect effect on a non-spherical ion. If the added charge spreads through the cell, the point-charge formula no longer describes it.

## Table of computed values

```
cell edges a, c: 8.0, 12.0 angstrom; charge +1 e
cell volume: 768.0 angstrom^3
Coulomb constant e/(4 pi eps0): 14.3996 V angstrom
largest traceless element, off-centre sphere, density 1: 5.8e-14
image T_zz, Ewald: -0.09625 V/angstrom^2
image T_xx, Ewald: 0.04813 V/angstrom^2
image T_zz in units q/a^3: -3.4223
isotropic part of each V_ii: 0.07854 V/angstrom^2
smooth sphere, images: -0.09625 V/angstrom^2
flat block, images: -0.19006 V/angstrom^2
flat block, background: 0.09381 V/angstrom^2
flat block, total: -0.09625 V/angstrom^2
tall block, images: -0.02197 V/angstrom^2
tall block, background: -0.07429 V/angstrom^2
tall block, total: -0.09625 V/angstrom^2
square-lattice sum S: 9.03362
layer formula, own layer: -0.25406 V/angstrom^2
layer formula, smooth term: 0.15708 V/angstrom^2
layer formula, other layers: 0.00074 V/angstrom^2
T_zz at a = 8 angstrom, c/a = 1.00: -0.00000 V/angstrom^2
T_zz at a = 8 angstrom, c/a = 1.10: -0.03027 V/angstrom^2
T_zz at a = 8 angstrom, c/a = 1.25: -0.06193 V/angstrom^2
T_zz at a = 8 angstrom, c/a = 1.50: -0.09625 V/angstrom^2
T_zz at a = 8 angstrom, c/a = 2.00: -0.13623 V/angstrom^2
T_zz with both edges doubled: -0.01203 V/angstrom^2
cubic cell 10 angstrom, nucleus 1 angstrom off: 0.00540 V/angstrom^2
same from the d^2 law: 0.00537 V/angstrom^2
free Na+ EFG, Hartree-Fock: 1.5e-12 V/angstrom^2
Na+ EFG, isotropic term only: 4.3e-12 V/angstrom^2
Na+ amplification 1-gamma, Hartree-Fock: 6.067
same by interchange theorem: 6.067
Na+ amplification 1-gamma, PBE: 6.432
linear estimate at Na nucleus: -0.5840 V/angstrom^2
full image potential, at Na nucleus: -0.5845 V/angstrom^2
same in SI: -5.845e+19 V/m^2
bare EFG of induced image quadrupoles: 2.1e-06 V/angstrom^2
chosen nuclear quadrupole moment: 0.1 barn
spurious quadrupole coupling eQV/h: -141.3 kHz
OH- bond length: 0.97 angstrom
OH- EFG at O, no background: 161.6222 V/angstrom^2
OH- EFG at O, background sphere: 162.5426 V/angstrom^2
indirect change: 0.9204 V/angstrom^2
```
